# Formation energy of a charged oxygen vacancy with consistent signs, part 1

(Sections cited here and not found follow in the second part.)

## First half: atoms and electrons exchanged with reservoirs

**Q.** You want to assign an energy to the formation of a charged oxygen vacancy in a gate oxide. The crystal with the vacancy has one atom fewer than the perfect crystal, and a different number of electrons. How can the difference of two such total energies mean anything?

**A.** Alone it means nothing useful, because matter has disappeared from the account. I therefore close the system. It contains the oxide, a large gas of O$_2$ molecules and a large electron reservoir, such as the metal gate. The missing atom is then in the gas, the missing electrons are in the metal, and the free energies of two states with equal contents can be compared.

**Q.** Define the charge before you count electrons. An oxygen atom leaves with electrons of its own.

**A.** The atom that leaves is neutral, with its nucleus and its eight electrons. What remains is the neutral vacancy, $q=0$. If $q$ further electrons move from the vacancy to the electron reservoir, the vacancy has charge $+q$ in units of the elementary charge. I consider $q=0,1,2$, and define

$$D_q=E[V^q]-E[\text{host}],$$

where $E[V^q]$ is the energy of the oxide with one vacancy and $E[\text{host}]$ that of the perfect oxide. For now both refer to a crystal so large that the vacancy is isolated. Vibrational free energy of the solid is left out.

**Q.** Then write the free energy of your closed system, without assuming that chemical potentials will appear.

**A.** Let the oxide have $M$ oxygen sites, of which $n_q$ are vacancies of charge $q$, and let $n=\sum_q n_q$. I assume that the vacancies do not interact, so that their energies add; this is the dilute regime. For charged vacancies a small concentration alone does not ensure it, because Coulomb forces are long-ranged: their net charge must be compensated, or the potential it creates must be included self-consistently. The gas initially has $N_m$ molecules and free energy $F_g(N_m)$. The electron reservoir has $N_e$ electrons and free energy $F_e(N_e)$. Conservation of atoms and electrons fixes the final contents:

$$N_m\to N_m+\frac n2,\qquad N_e\to N_e+\sum_q q\,n_q .$$

The statistical weight of a set of numbers $n_q$ is the number of arrangements times a Boltzmann factor:

$$W=\frac{M!}{(M-n)!\,\prod_q n_q!}\prod_q g_q^{\,n_q}\,
e^{-\left[\sum_q n_qD_q+F_g(N_m+n/2)+F_e(N_e+\sum_q q n_q)\right]/kT}.$$

Here $g_q$ is the number of internal states of one vacancy. I take $g_0=g_2=1$, and $g_1=2$ for the two spin directions of the unpaired electron in $V^+$.

**Q.** The reservoirs are still general functions. What makes them simple?

**A.** Their size. A small transfer changes a large reservoir linearly:

$$F_g\!\left(N_m+\frac n2\right)\simeq F_g(N_m)+\frac n2\,\mu(\mathrm{O_2}),\qquad
\mu(\mathrm{O_2})=\frac{\partial F_g}{\partial N_m},$$

$$F_e\!\left(N_e+\sum_q qn_q\right)\simeq F_e(N_e)+\mu_e\sum_q q\,n_q,\qquad
\mu_e=\frac{\partial F_e}{\partial N_e}.$$

For an ideal gas $\partial^2F_g/\partial N_m^2=kT/N_m$, so the next term of the first expansion is $\tfrac12(n/2)^2kT/N_m=kT\,n^2/(8N_m)$. When this is small compared with $kT$, the linear form of the weight holds term by term. The mean occupations need less: the transfer changes $\mu(\mathrm{O_2})$ by $kT\,n/(2N_m)$, so $n\ll N_m$ suffices for them. If the mean number of vacancies is itself large, one expands about the equilibrium contents instead. Only fluctuations of $n$ then enter the quadratic term, and $\mu(\mathrm{O_2})$ is the equilibrium value.

**Q.** So the exponent is now a sum over vacancies?

**A.** Yes. Since $n=\sum_q n_q$, the terms collect as

$$\sum_q n_q\left[D_q+\tfrac12\mu(\mathrm{O_2})+q\mu_e\right].$$

The bracket is the cost of one vacancy, and I call it the formation energy:

$$E_f(q)=D_q+\mu_{\mathrm O}+q\mu_e,\qquad \mu_{\mathrm O}=\tfrac12\mu(\mathrm{O_2}).$$

Both signs are positive because creating the vacancy adds particles to the reservoirs. The reservoirs' free energies rise by $\mu$ for each particle received; a negative $\mu$ means that they fall.

**Q.** I learned that the grand potential is $E-\mu N$, with a minus sign. You have plus signs.

**A.** There $N$ is the content of the open system. For the oxide, removing an atom gives $\Delta N_{\mathrm O}=-1$, and removing the additional electrons gives $\Delta N_e=-q$. Therefore

$$\Delta(E-\mu_{\mathrm O}N_{\mathrm O}-\mu_eN_e)
=D_q-\mu_{\mathrm O}(-1)-\mu_e(-q)
=D_q+\mu_{\mathrm O}+q\mu_e .$$

The two minus signs make a plus.

**Q.** But the oxide has lost $8+q$ electrons. Should the term not be $(8+q)\mu_e$?

**A.** It is, if nuclei and electrons are counted separately. The cost of the particles removed is then $\mu_{\text{nuc}}+(8+q)\mu_e$, with $\mu_{\text{nuc}}$ the chemical potential of oxygen nuclei. A neutral atom consists of a nucleus and eight electrons, so in equilibrium $\mu_{\mathrm O}=\mu_{\text{nuc}}+8\mu_e$. Subtraction leaves $\mu_{\mathrm O}+q\mu_e$. The atom's own electrons are already inside $\mu_{\mathrm O}$ and must not be counted again.

**Q.** Does this cost really control how many vacancies there are?

**A.** Define $z_q=g_qe^{-E_f(q)/kT}$. Apart from a constant factor, the weight becomes

$$W\propto\frac{M!}{(M-n)!\prod_q n_q!}\prod_q z_q^{\,n_q}.$$

By the multinomial theorem, the sum over all $n_q$ is $Z=(1+S)^M$ with $S=\sum_q z_q$. Each derivative $z_q\partial/\partial z_q$ brings down a factor $n_q$, so the fraction of sites in state $q$ is

$$x_q=\frac{\langle n_q\rangle}{M}=\frac{z_q}{M}\frac{\partial\ln Z}{\partial z_q}
=\frac{g_qe^{-E_f(q)/kT}}{1+\sum_{q'}g_{q'}e^{-E_f(q')/kT}} .$$

**Q.** You summed over all $n$, yet atoms enter the gas in pairs. An odd $n$ would leave half a molecule.

**A.** With molecules alone in the gas, only even $n$ is allowed. The sum over even $n$ is obtained by adding the sums with $S$ and with $-S$ and halving the result:

$$Z_{\text{even}}=\tfrac12\left[(1+S)^M+(1-S)^M\right].$$

The second term is smaller than the first by the factor $[(1-S)/(1+S)]^M$. For $0<S<1$, which includes the dilute regime, $\ln[(1+S)/(1-S)]=2(S+S^3/3+\dots)>2S$. The factor is therefore below $e^{-2MS}$, which is negligible for $MS\gg1$. Half a molecule per vacancy is thus an average exchange rate between large systems, and no half molecule is required.

**Q.** I would like to see that with reservoirs that are finite and particles that are conserved.

**A.** The numerical output below contains such a test. A host of 60 sites exchanges atoms with a large finite molecular gas and electrons with a large finite set of levels. All allowed numbers $n_q$ are enumerated with conserved contents. The chemical potentials are obtained separately, from the change in reservoir free energy when one particle is added. They are $\mu_{\mathrm O}=-5.2298$ eV and $\mu_e=2.9153$ eV, at $kT=0.10$ eV. For $q=2$, where $D_2=-0.4$ eV,

$$E_f(2)=-0.4-5.2298+2(2.9153)=0.2008\ \text{eV}.$$

The enumeration gives fractions 0.112, 0.192 and 0.082 for $q=0,1,2$, and the formula gives the same values to this precision. These fractions are not small. The comparison can still be made because the vacancies in this test do not interact; in an actual oxide so many vacancies would.

**Q.** Now choose the oxygen chemical potential. Is it a property of the oxide?

**A.** It is a property of the environment. I write

$$\mu_{\mathrm O}=\tfrac12E(\mathrm{O_2})+\Delta\mu_{\mathrm O},$$

where $E(\mathrm{O_2})$ is the energy of one molecule at the same level of theory as the oxide. The variable $\Delta\mu_{\mathrm O}$ contains the effects of temperature, pressure and any other phase that takes up oxygen. The value $\Delta\mu_{\mathrm O}=0$ serves as the oxygen-rich reference. A metal layer that scavenges oxygen lowers $\Delta\mu_{\mathrm O}$, and since $\partial E_f/\partial\Delta\mu_{\mathrm O}=1$, it lowers the formation energy of every charge state by the same amount.

**Q.** Can I lower it as far as I please?

**A.** Not if the oxide is to survive. For an oxide $\mathrm{MO}_y$ in equilibrium, $\mu_{\mathrm M}+y\mu_{\mathrm O}=E(\mathrm{MO}_y)$, with vibrations again neglected. Metal M does not precipitate if $\mu_{\mathrm M}\le E(\mathrm M)$. Substitution gives

$$y\mu_{\mathrm O}\ge E(\mathrm{MO}_y)-E(\mathrm M).$$

Subtracting $\tfrac y2E(\mathrm{O_2})$ from both sides and dividing by $y$ gives

$$\Delta\mu_{\mathrm O}\ge\frac{H}{y},\qquad
H=E(\mathrm{MO}_y)-E(\mathrm M)-\frac y2E(\mathrm{O_2}),$$

where $H$, a negative number for a stable oxide, is its formation energy per formula unit.

**Q.** The electron chemical potential troubles me more. An electron energy in a crystal has no absolute zero.

**A.** Therefore it is measured from a level of the same crystal. Let $E_V$ be the valence band edge of the perfect host, defined as the change in energy when an electron is put back into an empty state at the edge: $E_V=E[\text{host}]-E[\text{host}^+]$ for a very large host. I set

$$\mu_e=E_V+E_F,$$

so that $E_F$ is the Fermi level above the valence edge. The formation energy becomes

$$E_f(q)=D_q+\mu_{\mathrm O}+q(E_V+E_F).$$

**Q.** That moves the arbitrary zero from $\mu_e$ into $E_V$. Have you gained anything?

**A.** The arbitrary part now cancels against $D_q$. Let $\varphi$ denote electrostatic potential, the energy of a positive unit charge; an electron has energy $-\varphi$. Add a constant $\varphi_0$ to the potential of both crystals. A system of net charge $Q_{\text{tot}}$ changes its energy by $Q_{\text{tot}}\varphi_0$. The host is neutral and does not change. The crystal with $V^q$ changes by $q\varphi_0$. The valence edge, an electron energy, changes by $-\varphi_0$. Hence

$$D_q+qE_V\ \to\ D_q+q\varphi_0+q(E_V-\varphi_0)=D_q+qE_V .$$

The neutral oxygen reservoir is unaffected. A term $-qE_V$ would fail this requirement, leaving $2q\varphi_0$.

**Q.** Is there a case in which this can be checked with actual orbitals?

**A.** A ring of eight metal and eight oxygen sites serves, with one orbital per site and independent electrons. Each metal core has charge $+2$, and a neutral oxygen atom brings an empty orbital, so the host has 16 electrons. One oxygen site is then removed, and the orbitals of its two metal neighbours are lowered and coupled. The vacancy ring has seven filled valence orbitals and two defect orbitals in the gap, both mainly on the two lowered neighbours. The lower defect orbital holds two electrons at $q=0$, and the upper one is empty in all three charge states. When a constant potential of 0.7 V is added, the test finds that $D_q$ rises by $0.7q$ eV, that $E_V$ falls by 0.7 eV, and that $E_f$ stays the same.

**Q.** At a given Fermi level, which charge state is the stable one?

**A.** The one with the lowest $E_f$. Let $A_q$ be the formation energy at $E_F=0$. Then $E_f(q)=A_q+qE_F$, a straight line of slope $q$. States $q$ and $q'$ have equal energy when

$$A_q+qE_F=A_{q'}+q'E_F .$$

Moving the terms in $E_F$ to one side and dividing by $q-q'$ gives the transition level

$$\varepsilon(q/q')=\frac{A_{q'}-A_q}{q-q'} .$$

For $q>q'$ the line of $q$ is steeper, so the more positive state is lower in energy when $E_F$ lies below this level. That is the expected direction: a low Fermi level means that the reservoir accepts electrons cheaply. The quantity $\mu_{\mathrm O}$ is common to $A_q$ and $A_{q'}$ and drops out, so scavenging does not move the transition levels.

**Q.** Is a transition level just the energy of the defect orbital?

**A.** For independent electrons and fixed atoms it is. Removing one electron from an orbital at energy $e_d$ gives $D_{q+1}=D_q-e_d$. Therefore

$$\varepsilon(q+1/q)=A_q-A_{q+1}=D_q-D_{q+1}-E_V=e_d-E_V .$$

In the ring the lower defect orbital lies at 2.0953 eV above the valence edge, inside a gap of 4.0 eV, and both transition levels coincide with it in the test. When electrons interact or atoms relax, $D_q-D_{q+1}$ in general depends on $q$, and the two levels separate unless the two effects happen to cancel.

**Q.** Could they separate in the wrong order, so that $V^+$ is never stable?

**A.** That can happen. $V^+$ is lower than $V^0$ if $A_1+E_F<A_0$, which means $E_F<\varepsilon(+/0)$. It is lower than $V^{2+}$ if $A_1+E_F<A_2+2E_F$, which means $E_F>\varepsilon(2{+}/+)$. Both hold somewhere only if

$$U=\varepsilon(+/0)-\varepsilon(2{+}/+)=(A_0-A_1)-(A_1-A_2)=A_0+A_2-2A_1>0 .$$

For $U<0$ the vacancy passes directly between $2+$ and $0$, at $\varepsilon(2{+}/0)=(A_0-A_2)/2$.

**Q.** In a gate stack there is a voltage across the oxide. Which $E_F$ should I use?

**A.** The local one. If the slowly varying potential at depth $z$ is $\varphi(z)$, the local valence edge is $E_V-\varphi(z)$. For an electron reservoir at $\mu_e$, the distance that enters is

$$E_F(z)=\mu_e-E_V+\varphi(z).$$

This requires that the vacancy can exchange electrons with the gate during the time considered. If it cannot, its charge is set by its history. The potential $\varphi(z)$ includes that of the charged vacancies themselves if their charge is not compensated. A charged vacancy also polarizes the metal, and that energy is not included here. It falls only as the inverse distance: for a dielectric constant of 20 and $q=2$, the image energy 10 Å from one metal face is about $-0.07$ eV, and it lowers $U$ by about 0.04 eV. In a film a few nanometres thick it is therefore not negligible even at the centre.

## Second half: from the periodic cell to the isolated vacancy

**Q.** Restate what is carried over, because I doubt that $D_q$ can be computed.

**A.** The vacancy has charge $+q$, the electrostatic potential $\varphi$ refers to a positive charge, and

$$E_f(q)=D_q+\mu_{\mathrm O}+q(E_V+E_F),\qquad D_q=E[V^q]-E[\text{host}],$$

with $\mu_{\mathrm O}=\tfrac12E(\mathrm{O_2})+\Delta\mu_{\mathrm O}$. The valence edge of the perfect host is $E_V$, and $E_F$ is measured from it. $A_q$ is $E_f(q)$ at $E_F=0$, transition levels are $\varepsilon(q+1/q)=A_q-A_{q+1}$, and $V^+$ has a range of stability if $U=A_0+A_2-2A_1>0$. Your doubt is justified: $E[V^q]$ refers to one isolated vacancy, while a supercell calculation repeats it periodically. I write

$$E[V^q]=E_{\text{per}}[V^q]+E_{\text{corr}},$$

so $E_{\text{corr}}$ is added to the periodic result.

**Q.** A periodic array of positive charges has infinite energy per cell. What does the calculation report?

So far, the exchange of atoms and electrons with reservoirs has fixed the formation energy $E_f(q)$ of an isolated vacancy, and with it the site fractions and transition levels. It remains to answer this last question and to find the correction $E_{\text{corr}}$ that leads from the periodic supercell to the isolated vacancy.
